# Surface Green's function and self-energy of a semi-infinite chain: test program

```python
"""
Surface Green's function and self-energy of a semi-infinite chain.

Result under test, for energies E = e0 - 2 t cos(ka) with 0 < ka < pi:
    g = -exp(ika)/t,  Sigma = t^2 g = -t exp(ika),  Gamma = hbar v / a
Symbols (Hartree atomic units, hbar = 1):
    t   hopping strength (matrix element -t)   e0  on-site energy
    a   site spacing                           k   wave number
    g   retarded Green's function on the end site of the lead
    v   group velocity                         tc  contact hopping strength
    lam = -t g, factor by which the response changes from site to site
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import solve_banded, eigh_tridiagonal

t, e0, a, E = 0.10, 0.05, 5.0, -0.07
tc = 0.07
hartree_eV = physical_constants["Hartree energy in eV"][0]
velocity_SI = physical_constants["atomic unit of velocity"][0]


def quadratic_roots(z):
    """Both solutions g of t^2 g^2 - (z - e0) g + 1 = 0."""
    return np.roots([t**2, -(z - e0), 1.0])


def decaying_root(z):
    """Solution with |t g| < 1 (z off the real axis or outside the band)."""
    return min(quadratic_roots(z), key=lambda g: abs(t * g))


def end_column(z, sites):
    """First column of (z - H)^(-1) for an explicit finite chain."""
    bands = np.zeros((3, sites), dtype=complex)
    bands[0, 1:] = t
    bands[1, :] = z - e0
    bands[2, :-1] = t
    source = np.zeros(sites, dtype=complex)
    source[0] = 1.0
    return solve_banded((1, 1), bands, source)


def formula_sigma(energy):
    ka_local = np.arccos((e0 - energy) / (2 * t))
    return -t * np.exp(1j * ka_local)


# Worked example: the two roots at a real energy inside the band
ka = np.arccos((e0 - E) / (2 * t))
roots = quadratic_roots(E)
g_ret = min(roots, key=lambda g: g.imag)
g_adv = max(roots, key=lambda g: g.imag)
sigma = t**2 * g_ret
gamma = -2 * sigma.imag
assert abs(sigma - formula_sigma(E)) < 1e-12

# The two branch criteria agree: |t g| < 1 goes with Im g < 0
for x in np.linspace(-0.35, 0.45, 17):
    for eta in (1e-3, 1e-2, 0.1):
        inner, outer = sorted(quadratic_roots(x + 1j * eta), key=abs)
        assert abs(t * inner) < 1 < abs(t * outer)
        assert inner.imag < 0 < outer.imag

# Explicit long chain against the decaying root, and site-to-site factor
long_chain = 40000
z_test = E + 0.01j
column = end_column(z_test, long_chain)
g_test = decaying_root(z_test)
assert abs(column[0] - g_test) < 1e-9
assert np.allclose(column[1:20] / column[:19], -t * g_test, atol=1e-9)

# Explicit long chain against Sigma = -t exp(ika) all over the band;
# the remaining difference is of first order in eta
for fraction in (-0.9, -0.3, 0.4, 0.8):
    energy = e0 + 2 * t * fraction
    direct = t**2 * end_column(energy + 1e-4j, long_chain)[0]
    assert abs(direct - formula_sigma(energy)) < 3e-4

etas = (1e-2, 1e-3, 1e-4)
sigma_chain = [t**2 * end_column(E + 1j * eta, long_chain)[0] for eta in etas]
errors = [abs(s - formula_sigma(E)) for s in sigma_chain]
assert 8 < errors[0] / errors[1] < 12
assert 8 < errors[1] / errors[2] < 12

# Dispersion from diagonalizing a ring
ring_sites = 12
ring = e0 * np.eye(ring_sites)
for n in range(ring_sites):
    ring[n, (n + 1) % ring_sites] = ring[(n + 1) % ring_sites, n] = -t
bloch = e0 - 2 * t * np.cos(2 * np.pi * np.arange(ring_sites) / ring_sites)
assert np.allclose(np.linalg.eigvalsh(ring), np.sort(bloch), atol=1e-12)

# Velocity measured from the motion of a wide wave packet
sites, start, width, duration = 800, 300, 60.0, 1000.0
levels, modes = eigh_tridiagonal(np.full(sites, e0), np.full(sites - 1, -t))
n = np.arange(sites)
packet = np.exp(-(n - start)**2 / (4 * width**2) + 1j * ka * n)
packet /= np.linalg.norm(packet)
later = modes @ (np.exp(-1j * levels * duration) * (modes.T @ packet))
shift = np.sum(n * abs(later)**2) - np.sum(n * abs(packet)**2)
v_packet = a * shift / duration
v = 2 * t * a * np.sin(ka)
# A packet of finite width averages v over k: relative error about 4e-5
assert abs(v_packet / v - 1) < 2e-4
assert abs(gamma / (v_packet / a) - 1) < 2e-4

# Device with explicit lead against device with self-energy
device = np.diag([0.02, 0.09, -0.04]) - t * (np.eye(3, k=1) + np.eye(3, k=-1))
lead_sites = 600
for contact in (t, tc):
    total = np.zeros((3 + lead_sites, 3 + lead_sites))
    total[:3, :3] = device
    total[3:, 3:] = (e0 * np.eye(lead_sites)
                     - t * np.eye(lead_sites, k=1)
                     - t * np.eye(lead_sites, k=-1))
    total[2, 3] = total[3, 2] = -contact
    full = np.linalg.inv(z_test * np.eye(3 + lead_sites) - total)[:3, :3]
    effective = device.astype(complex)
    effective[2, 2] += contact**2 * g_test
    reduced = np.linalg.inv(z_test * np.eye(3) - effective)
    assert np.allclose(full, reduced, atol=1e-9)
gamma_weak = -2 * (tc**2 * g_ret).imag
assert abs(gamma_weak - (tc / t)**2 * v / a) < 1e-12

# Outside the band: real self-energy, no broadening
outside = []
for energy in (0.30, -0.20):
    g_out = decaying_root(energy)
    direct = end_column(energy, 200)[0]
    assert abs(direct - g_out) < 1e-10 and abs(direct.imag) < 1e-12
    outside.append((energy, -t * g_out.real, t**2 * g_out.real,
                    abs(2 * t**2 * g_out.imag)))


# Fixed sign with the principal square root fails in one half of the band
def fixed_sign_root(z):
    x = z - e0
    return (x - np.sqrt(x**2 - 4 * t**2)) / (2 * t**2)


mirror = 2 * e0 - E
fixed_low = fixed_sign_root(E + 1e-9j)
fixed_high = fixed_sign_root(mirror + 1e-9j)
assert abs(fixed_low - g_adv) < 1e-5
assert abs(fixed_high - formula_sigma(mirror) / t**2) < 1e-5

print(f"hopping strength t = {t:.2f} hartree")
print(f"on-site energy e0 = {e0:.2f} hartree")
print(f"site spacing a = {a:.1f} bohr")
print(f"energy E = {E:.2f} hartree")
print(f"band edges = {e0 - 2*t:.2f} and {e0 + 2*t:.2f} hartree")
print(f"cos(ka) = {np.cos(ka):.4f}, sin(ka) = {np.sin(ka):.4f}")
print(f"ka = {ka:.4f} rad, k = {ka / a:.4f} 1/bohr")
print(f"retarded root g = {g_ret:.4f} 1/hartree")
print(f"rejected root g = {g_adv:.4f} 1/hartree")
print(f"Sigma = {sigma:.4f} hartree")
print(f"Gamma = {gamma:.4f} hartree = {gamma * hartree_eV:.3f} eV")
print(f"v from dispersion = {v:.4f} a.u. = {v * velocity_SI:.3e} m/s")
print(f"v from wave packet = {v_packet:.5f} a.u.")
print(f"hbar v/a from wave packet = {v_packet / a:.5f} hartree")
print(f"time a/v = {a / v:.3f} a.u. of time")
print(f"explicit chain: {long_chain} sites")
for eta, s, err in zip(etas, sigma_chain, errors):
    print(f"eta = {eta:.0e} hartree: Sigma = {s:.6f} hartree,"
          f" error = {err:.2e} hartree")
for energy, lam, shift_out, gamma_out in outside:
    print(f"outside band E = {energy:.2f} hartree: lambda = {lam:.4f},"
          f" Sigma = {shift_out:.4f} hartree, Gamma = {gamma_out:.4f} hartree")
print(f"weak contact tc = {tc:.2f} hartree: (tc/t)^2 = {(tc/t)**2:.4f},"
      f" Gamma = {gamma_weak:.4f} hartree")
print(f"fixed-sign root at E = {E:.2f} hartree:"
      f" {fixed_low:.4f} 1/hartree (not retarded)")
print(f"fixed-sign root at E = {mirror:.2f} hartree:"
      f" {fixed_high:.4f} 1/hartree (retarded)")
print("success")
```

Output:

```
hopping strength t = 0.10 hartree
on-site energy e0 = 0.05 hartree
site spacing a = 5.0 bohr
energy E = -0.07 hartree
band edges = -0.15 and 0.25 hartree
cos(ka) = 0.6000, sin(ka) = 0.8000
ka = 0.9273 rad, k = 0.1855 1/bohr
retarded root g = -6.0000-8.0000j 1/hartree
rejected root g = -6.0000+8.0000j 1/hartree
Sigma = -0.0600-0.0800j hartree
Gamma = 0.1600 hartree = 4.354 eV
v from dispersion = 0.8000 a.u. = 1.750e+06 m/s
v from wave packet = 0.79997 a.u.
hbar v/a from wave packet = 0.15999 hartree
time a/v = 6.250 a.u. of time
explicit chain: 40000 sites
eta = 1e-02 hartree: Sigma = -0.056261-0.075243j hartree, error = 6.05e-03 hartree
eta = 1e-03 hartree: Sigma = -0.059625-0.079502j hartree, error = 6.23e-04 hartree
eta = 1e-04 hartree: Sigma = -0.059963-0.079950j hartree, error = 6.25e-05 hartree
outside band E = 0.30 hartree: lambda = -0.5000, Sigma = 0.0500 hartree, Gamma = 0.0000 hartree
outside band E = -0.20 hartree: lambda = 0.5000, Sigma = -0.0500 hartree, Gamma = 0.0000 hartree
weak contact tc = 0.07 hartree: (tc/t)^2 = 0.4900, Gamma = 0.0784 hartree
fixed-sign root at E = -0.07 hartree: -6.0000+8.0000j 1/hartree (not retarded)
fixed-sign root at E = 0.17 hartree: 6.0000-8.0000j 1/hartree (retarded)
success
```
